\section*{Rotation-invariant ensemble density-functional theory with a full occupation matrix, part 3}

The free energy $A[\psi,f]=E-TS$ of $N$ electrons at temperature $T$ is minimised over $M$ orthonormal orbitals $\psi_i$ and a Hermitian occupation matrix $f$. The set $\mathcal F$ holds all $f$ with eigenvalues in $[0,1]$ and $g\,\mathrm{tr} f=N$, with spin degeneracy $g=2$. Here $\hat\gamma=\sum_{ij}|\psi_i\rangle f_{ij}\langle\psi_j|$, $n=g\langle\mathbf r|\hat\gamma|\mathbf r\rangle$, $\hat P=\sum_i|\psi_i\rangle\langle\psi_i|$, and $-TS=gk_BT\,\mathrm{tr}\,s(f)$ with $s(p)=p\ln p+(1-p)\ln(1-p)$ and $s'=\mathrm{logit}$. The Kohn-Sham operator $\hat H$ has subspace matrix $H$; $\hat h$ is its density-independent part, $E_{\rm xc}$ the exchange-correlation energy and $E_{II}$ the ion-ion energy.

For unitary $U$, the minimum $G$, attained at $f^*$, obeys
\begin{equation}
G[\psi U]=\min_{f'\in\mathcal F}A[\psi U,f']=\min_{f\in\mathcal F}A[\psi U,U^\dagger fU]=\min_{f\in\mathcal F}A[\psi,f]=G[\psi],
\label{eq:inv}
\end{equation}
because $E$ depends only on $\hat\gamma$, $S$ only on the spectrum of $f$, and $\mathcal F$ is closed under conjugation. Also
\begin{equation}
\delta A=g\,\mathrm{tr}\big[(H+k_BT\,\mathrm{logit} f)\,\delta f\big],
\label{eq:dAdf}
\end{equation}
\begin{equation}
H[f^*]+k_BT\,\mathrm{logit} f^*=\mu\mathbf 1 ,
\label{eq:stat}
\end{equation}
\begin{equation}
f^*=F(H[f^*]),\qquad F(H)=\big[e^{(H-\mu)/k_BT}+\mathbf 1\big]^{-1},\qquad [f^*,H]=0 .
\label{eq:FD}
\end{equation}
For a parameter $\lambda$, orbital changes $\delta\psi_i$ (with part $z_i$ outside the subspace) and a field $\mathcal E$ along $x$,
\begin{equation}
\frac{dG}{d\lambda}=\frac{\partial A}{\partial\lambda}\Big|_{f^*}+g\,\mathrm{tr}\Big[\mu\mathbf 1\,\frac{df^*}{d\lambda}\Big]
=\frac{\partial A}{\partial\lambda}\Big|_{f^*}+\mu\frac{dN}{d\lambda}=\frac{\partial A}{\partial\lambda}\Big|_{f^*},
\label{eq:env}
\end{equation}
\begin{equation}
\delta G=2\,\mathrm{Re}\sum_i\langle\delta\psi_i|r_i\rangle,\qquad |r_i\rangle=g\,(1-\hat P)\hat H\sum_j|\psi_j\rangle f^*_{ji},
\label{eq:grad}
\end{equation}
\begin{equation}
\frac{dG}{d\mathcal E}=g e\,\mathrm{tr}(f^*x)=e\int x\,n\,d^3r=-p_x .
\label{eq:field}
\end{equation}
The inner loop finds $f^*$ by steps from $f$ towards $F(H[f])$. They start downhill because, for $a=\sum_ia_iu_iu_i^\dagger$ and $b=\sum_jb_jv_jv_j^\dagger$ with spectra in $(0,1)$ and $w_{ij}=|u_i^\dagger v_j|^2$,
\begin{equation}
\mathrm{tr}\big[(s'(a)-s'(b))(a-b)\big]=\sum_{ij}w_{ij}\,\big(s'(a_i)-s'(b_j)\big)(a_i-b_j)\ \ge0.
\label{eq:klein}
\end{equation}
Let $G_{\rm diag}$ be the minimum over diagonal $f$. Mixing real eigenstates as $c\psi_i+\mathrm{i}d\psi_j$ and $\mathrm{i}d\psi_i+c\psi_j$, with $c=\cos\theta$ and $d=\sin\theta$, changes $n$ only at order $\theta^2$ and gives
\begin{equation}
\frac{d^2G_{\rm diag}}{d\theta^2}\Big|_0=2g\,(p_i-p_j)(\epsilon_j-\epsilon_i)\ \ge0 ,
\label{eq:curv}
\end{equation}
with $p_k$, $\epsilon_k$ the eigenvalues of $f^*$, $H$.

The example is a square Na$_4$ cluster with $N=4$, $M=11$ and $T=3000$~K; its trial orbitals give $G=-3.12097$~aJ.

\subsection*{The minimum of $G$ and the outer loop}

At a stationary point of $G$ all $r_i$ vanish. Since $f^*>0$ is invertible, multiplying by $(f^*)^{-1}$ gives $(1-\hat P)\hat H\psi_j=0$, that is $\hat H\psi_j=\sum_k\psi_kH_{kj}$. Rotating to the eigenbasis of $H$, which is free by Eq.~(\ref{eq:inv}) and diagonalises $f^*$ by Eq.~(\ref{eq:FD}),
\begin{equation}
\hat H[n]\,\phi_k=\epsilon_k\phi_k,\qquad n=g\sum_{k=1}^Mp_k|\phi_k|^2,\qquad p_k=\big[e^{(\epsilon_k-\mu)/k_BT}+1\big]^{-1}.
\end{equation}
These are the Mermin-Kohn-Sham equations restricted to $M$ states. For real eigenstates, mix $\phi_i$ with an eigenstate $\phi_a$ outside the subspace as $c\phi_i+\mathrm{i}d\phi_a$. The calculation leading to Eq.~(\ref{eq:curv}) applies in the enlarged space with $p_a=0$, and the subspace matrix $H$ changes only at order $\theta^2$ because $\langle\phi_a|\hat H|\phi_k\rangle=0$. The curvature of $G$ is $2gp_i(\epsilon_a-\epsilon_i)$. A minimum therefore needs $\epsilon_a\ge\epsilon_i$ for all such pairs, so the subspace holds the lowest $M$ states.

This curvature shows what the projection leaves behind: the factor $p_i$ ranges from $0.995$ to $8.7\times10^{-5}$ in the example. In the eigenbasis the factor is explicit and cancels in a Newton step. For real orbitals and $\delta\psi_i=\sum_a\phi_a\theta_{ai}$, with $\phi_a$ diagonalising $\hat H$ in the complement, Eq.~(\ref{eq:grad}) gives the slope $2gp_iH_{ai}$, and division by the curvature with the kernel neglected gives $\theta_{ai}=-H_{ai}/(\epsilon_a-\epsilon_i)$. The program uses $\theta_{ai}=-\frac12\,\mathrm{atan2}(2H_{ai},\epsilon_a-\epsilon_i)$, the angle that diagonalises the $2\times2$ block. It reduces to the Newton value when $\epsilon_a>\epsilon_i$ and $|H_{ai}|\ll\epsilon_a-\epsilon_i$, stays finite, and has the sign opposite to $H_{ai}$, so the total slope $2g\sum_{ai}p_iH_{ai}\theta_{ai}$ is never positive. A parabolic line search on $G$ and symmetric orthonormalisation complete the step. The matrix $f$ must be conjugated whenever the orbitals are rotated, and it then serves as the starting point of the next inner loop. Six outer steps lower $G$ from $-3.12097$ to $-3.43631$~aJ and leave a residual norm of $2.4\times10^{-6}$~aJ.

The cost of truncation is found from the full Mermin solution, with occupations $p_a$ for $a>M$ and omitted charge $\Delta N=g\sum_{a>M}p_a\ll1$. Empty these states and add to the first $M$ a matrix $\delta f$ with $g\,\mathrm{tr}\,\delta f=\Delta N$, for instance proportional to $f(1-f)$. By Eqs.~(\ref{eq:dAdf}) and (\ref{eq:stat}) the addition costs $\mu\Delta N$ to first order. The removal changes the energy by $-g\sum_ap_a\epsilon_a$ to first order and removes the entropy term $gk_BT\sum_as(p_a)$ exactly. Using $\mu-\epsilon_a=k_BT\,\mathrm{logit}\,p_a$,
\begin{align}
\Delta A&=gk_BT\sum_{a>M}\big[p_a\ln p_a-p_a\ln(1-p_a)-p_a\ln p_a-(1-p_a)\ln(1-p_a)\big]\nonumber\\
&=-gk_BT\sum_{a>M}\ln(1-p_a)=gk_BT\sum_{a>M}\ln\big(1+e^{-(\epsilon_a-\mu)/k_BT}\big).
\label{eq:trunc}
\end{align}
At this trial point the gradients of the truncated problem are of order $\Delta N$, so further relaxation gains $O(\Delta N^2)$ when the minimum is non-degenerate. Thus $\min G-A_{\rm Mermin}$ equals Eq.~(\ref{eq:trunc}) to first order in $\Delta N$, and for small $p_a$ it is $k_BT\,\Delta N$. It is positive, as it must be for a minimum over a smaller set. For a cluster in vacuum the reference $A_{\rm Mermin}$ exists only in a finite basis or a box: the states above $M$ approach a continuum whose thermal population grows with the volume spanned, so $\Delta N$ and Eq.~(\ref{eq:trunc}) belong to the basis as much as to the cluster.

\subsection*{Worked example: square Na$_4$}

The model is four sodium atoms at the corners of a square with a chosen side of 320~pm, which is not an optimised geometry. The level of theory is spin-unpolarised LDA (Slater exchange, VWN5 correlation) with the LANL2DZ basis and effective core potential: $N=4$ valence electrons, 32 basis functions, 8640 grid points, $T=3000$~K, $k_BT=0.041419$~aJ and $E_{II}=3.903441$~aJ. The size $M=11$ is the choice among 8 to 11 with the widest gap above state $M$. The trial orbitals are eigenvectors of $\hat h$ with seeded random noise. The grid integrates a test density to 4.00051 electrons, an error of $1.3\times10^{-4}$ relative to $N$, and the basis is small, so the total should be read as about $-3.44$~aJ for this basis only. A finer grid raises it by $1.3\times10^{-3}$~aJ and moves $\mu$ and the levels by up to $4\times10^{-4}$~aJ. An uncontracted basis with a $d$ shell and the same core potential (68 functions) gives $-3.458$~aJ and $\mu=-0.416$~aJ and lowers the levels of states 1, 2 and 4 by $0.012$ to $0.015$~aJ, while $p_2$ stays at $0.48$. Adding one diffuse $s$ and one diffuse $p$ shell per atom changes the total by less than $10^{-4}$~aJ, but lowers state 11 to $-0.036$~aJ and raises the charge above it from $1.0\times10^{-4}$ to $4.7\times10^{-4}$, and the truncation cost with it. The eight decimals serve only to compare expressions evaluated on the same grid, where the discretised energy is still a function of $\hat\gamma$ and the identities hold exactly. The program checks its energy and Hamiltonian against the routines of PySCF and its entropy against the matrix logarithm.

At the minimum, $\mu=-0.404769$~aJ and the lowest levels are
\begin{center}
\begin{tabular}{ccc}
state & $\epsilon_k$ (aJ) & $p_k$\\
1 & $-0.62483$ & $0.99510$\\
2, 3 & $-0.40167$ & $0.48133$\\
4 & $-0.25286$ & $0.024903$\\
10, 11 & $-0.01769$ & $8.7366\times10^{-5}$
\end{tabular}
\end{center}
For state 1, $(\epsilon-\mu)/k_BT=-0.22006/0.041419=-5.313$ and $p=1/(1+e^{-5.313})=0.9951$. For the degenerate pair, $0.00310/0.041419=0.0748$ and $p=1/(1+e^{0.0748})=0.4813$: a partly filled level at $\mu$, as in a metal. The eleven printed occupations add to $2.0000=N/g$. The pair has $s(0.48133)=-0.6925$ per state and contributes $2\times0.041419\times2\times(-0.6925)=-0.1147$~aJ of the total $-TS=-0.1361$~aJ.

Direct minimisation gives $\min G=-3.43630814$~aJ ($-21.447748$~eV). A conventional self-consistent loop that diagonalises in all 32 functions with Anderson mixing gives $A_{\rm Mermin}=-3.43631226$~aJ ($-21.447774$~eV). The difference is $4.1208\times10^{-6}$~aJ, Eq.~(\ref{eq:trunc}) gives $4.1209\times10^{-6}$~aJ, and $k_BT\Delta N=0.041419\times9.949\times10^{-5}=4.121\times10^{-6}$~aJ. The program asserts agreement within 10\% of the estimate; the agreement found is better than $10^{-4}$ of it, in line with a relative correction of order $\Delta N$.

The chemical potential of the truncated problem is $1.6\times10^{-5}$~aJ above the Mermin value $-0.404785$~aJ. Placing $\Delta N$ in fixed levels would raise it by $k_BT\Delta N/[g\sum_kp_k(1-p_k)]=4.12\times10^{-6}/1.09=0.4\times10^{-5}$~aJ, with the sum taken from the printed occupations. The remainder goes with a rise of all eleven levels by $1\times10^{-5}$ to $2\times10^{-5}$~aJ in the printed digits. That this rise is the Hartree repulsion of charge moved from diffuse states into compact ones is a conjecture, not tested.

In a field of $1.0\times10^9$~V/m, at the fixed zero-field orbitals, Eq.~(\ref{eq:field}) and the finite difference of $G$ with $f$ re-minimised both give $-1.00704\times10^{-29}$~C\,m, so $p_x=+1.007\times10^{-29}$~C\,m points along the field. The occupation matrix does respond, $\|df^*/d\mathcal E\|=7.1\times10^{-11}$~m/V. This norm does not measure the two response terms that cancel in Eq.~(\ref{eq:env}), $g\,\mathrm{tr}[(H-\mu)\,df^*/d\mathcal E]$ and $gk_BT\,\mathrm{tr}[\mathrm{logit} f^*\,df^*/d\mathcal E]$. For a subspace symmetric under $x\to-x$, at zero field $df^*/d\mathcal E$ is odd under this reflection while $H$ and $\mathrm{logit} f^*$ are even, so each term vanishes there and grows linearly with $\mathcal E$; at this field each is much smaller than $gk_BT\,\|df^*/d\mathcal E\|$ and than the derivative itself. The program does not print them separately. A purely quadratic $G(\mathcal E)$ would give $\frac12\mathcal E\,dG/d\mathcal E=-5.0352\times10^{-3}$~aJ; the computed change is $-5.0389\times10^{-3}$~aJ, different by $0.07\%$ of its value. If the subspace is exactly inversion symmetric, $G-G(0)=a\mathcal E^2+b\mathcal E^4+\dots$ and this difference is $-b\mathcal E^4$, with $b>0$, a slight saturation of the dipole; the program does not separate this term from a residual asymmetry of the converged orbitals. The ratio $p_x/\mathcal E=1.0\times10^{-38}$~C\,m$^2$/V is the polarizability within the frozen subspace. Relaxing the orbitals in the field can only lower $G$ while the zero-field value is common, so to leading order in $\mathcal E$ this ratio is a lower bound on the polarizability in the full basis.

\subsection*{Extensions and their conditions}

With Bloch sampling, $\hat\gamma$ is block diagonal in $\mathbf k$, every trace becomes $\sum_{\mathbf k}w_{\mathbf k}\,\mathrm{tr}$, and the single constraint $g\sum_{\mathbf k}w_{\mathbf k}\mathrm{tr}f^{\mathbf k}=N$ gives one $\mu$. The proof of Eq.~(\ref{eq:inv}) holds block by block, with an independent $U^{\mathbf k}$ at each point. Collinear spin polarisation is the same structure with $g=1$ and one block per spin.

With an overlap operator $\hat O$, as in ultrasoft pseudopotentials and the projector augmented-wave method, the orbitals obey $\langle\psi_i|\hat O|\psi_j\rangle=\delta_{ij}$ and the augmented density is still linear in $\hat\gamma$, so the invariance proof is unchanged. The outside variations obey $\langle z_i|\hat O|\psi_k\rangle=0$, so any multiple of $\hat O\psi_k$ may be subtracted from $\hat H\psi_j$ without changing $\delta G$. The choice $r_i=g\sum_j(\hat H\psi_j-\sum_k\hat O\psi_kH_{kj})f^*_{ji}$ has $\langle\psi_l|r_i\rangle=0$ and replaces Eq.~(\ref{eq:grad}).

For another smearing with a strictly decreasing occupation function $F$ of range $(0,1)$, such as the Gaussian one, $F$ can be inverted, $s'$ is strictly increasing and diverges at 0 and 1, and every step above that used only these properties carries over, with $\mathrm{logit}$ replaced by $s'$. For Methfessel-Paxton and cold smearing $F$ is not monotonic, so the entropy is not a single-valued function of $f$. One then takes a Hermitian matrix $\eta$ as the variable, with $f=F(\eta)$ and an entropy $\mathrm{tr}\,\varsigma(\eta)$. Since $F(U^\dagger\eta U)=U^\dagger F(\eta)U$, the functional is covariant under $\eta\to U^\dagger\eta U$, and stationary points and their values map one to one. The inequality (\ref{eq:klein}) needs an increasing $s'$ and is lost, and with it the convexity of the entropy term and the guarantee that the inner step goes downhill. Even with the Fermi-Dirac entropy a concave $E_{\rm xc}$ can make a stationary point a saddle. For real orbitals it cannot make it a maximum, because an imaginary off-diagonal $\delta f$ leaves $n$ unchanged and only the convex entropy term has curvature along it. With these smearings a saddle can occur without $E_{\rm xc}$, when a level lies where $F$ rises with energy.

\section*{Computed results}
\begin{verbatim}
side = 320 pm, T = 3000 K, N = 4, g = 2, M = 11
basis functions = 32, grid points = 8640
kB T = 0.041419 aJ
E_II = 3.903441 aJ
electrons on grid = 4.00051 
A[psi,f] random f = -1.94582279 aJ
A[psiU,U+fU] = -1.94582279 aJ
A[psiU,f] = -1.78852506 aJ
dA along df: formula -0.0201145 aJ, finite diff -0.0201145 aJ
dA/dbeta(0): formula -1.6033281 aJ, finite diff -1.6033282 aJ
dA/dt rotation: formula -0.0482099 aJ, finite diff -0.0482099 aJ
G[trial] = -3.12097227 aJ = -19.479577 eV
inner-loop steps = 44
mu[trial] = -0.353447 aJ
|[f*,H]| = 6.1e-11 aJ
norm of off-diagonal f* = 0.6996 
U1: G = -3.12097227 aJ, |dG| = 4e-15 aJ, |df*| = 1e-10
U2: G = -3.12097227 aJ, |dG| = 3e-15 aJ, |df*| = 2e-11
U3: G = -3.12097227 aJ, |dG| = 4e-15 aJ, |df*| = 1e-10
G_diag[trial] = -2.61429464 aJ
G_diag[trial U3] = -2.03743460 aJ
G_diag[eigenbasis] = -3.12097227 aJ
pair 1,11: df = 9.8644e-01, de = 0.85014 aJ
  curvature: formula 3.3544e+00 aJ, finite diff 3.3541e+00 aJ
pair 9,10: df = 6.7143e-06, de = 0.03132 aJ
  curvature: formula 8.4120e-07 aJ, finite diff 8.4041e-07 aJ
curvature ratio max/min = 3.99e+06 
dG/dt orbitals: formula 0.0196501 aJ, finite diff 0.0196501 aJ
outer steps = 6, final gradient norm = 2.4e-06 aJ
min G = -3.43630814 aJ = -21.447748 eV
A Mermin, full basis = -3.43631226 aJ = -21.447774 eV
min G - A Mermin = 4.1208e-06 aJ
truncation estimate = 4.1209e-06 aJ
electrons above state M = 9.949e-05 
-TS at min G = -0.136068 aJ
mu: ensemble -0.404769 aJ, Mermin -0.404785 aJ
state 1: e = -0.62483 aJ, f = 9.9510e-01, Mermin e = -0.62484 aJ
state 2: e = -0.40167 aJ, f = 4.8133e-01, Mermin e = -0.40169 aJ
state 3: e = -0.40167 aJ, f = 4.8133e-01, Mermin e = -0.40169 aJ
state 4: e = -0.25286 aJ, f = 2.4903e-02, Mermin e = -0.25287 aJ
state 5: e = -0.19324 aJ, f = 6.0186e-03, Mermin e = -0.19326 aJ
state 6: e = -0.18929 aJ, f = 5.4733e-03, Mermin e = -0.18930 aJ
state 7: e = -0.18531 aJ, f = 4.9746e-03, Mermin e = -0.18532 aJ
state 8: e = -0.07508 aJ, f = 3.4914e-04, Mermin e = -0.07509 aJ
state 9: e = -0.07508 aJ, f = 3.4913e-04, Mermin e = -0.07509 aJ
state 10: e = -0.01769 aJ, f = 8.7366e-05, Mermin e = -0.01770 aJ
state 11: e = -0.01769 aJ, f = 8.7366e-05, Mermin e = -0.01770 aJ
field = 1.0e+09 V/m
G(field) - G(0) = -5.0389e-03 aJ
dG/dE: formula -1.00704e-29 C m, finite diff -1.00704e-29 C m
|df*/dE| = 7.112e-11 m/V
\end{verbatim}
